# A probabilistic Lanczos upper bound for Chebyshev expansion of the Fermi operator

**Q.** My code computes a density matrix by a Chebyshev expansion instead of diagonalization. Sometimes the result explodes, and I am told that one eigenvalue lay slightly outside the scaled interval. Why should a slight excess matter?

**A.** Let \(H\) be a real symmetric \(N\times N\) Hamiltonian in an orthonormal basis. With a centre \(c\) and a half-width \(h\), energies are scaled to \(x=(E-c)/h\), and the Fermi function is written as

\[
f(E)=\frac{1}{1+e^{(E-\mu)/kT}}=\sum_{n\ge 0} C_n T_n(x).
\]

The polynomials follow from \(T_0=1\), \(T_1=x\) and \(T_{n+1}=2xT_n-T_{n-1}\). Inside the interval, \(x=\cos\varphi\) gives \(T_n=\cos n\varphi\), which never exceeds 1 in size.

Outside, put \(x=1+\delta=\cosh g\) with \(g>0\). Since

\[
\cosh (n+1)g+\cosh (n-1)g=2\cosh g\,\cosh ng ,
\]

the sequence \(\cosh ng\) obeys the same recursion with the same two starting values. Hence \(T_n(1+\delta)=\cosh ng\).

To find \(g\), use \(\cosh g=1+2\sinh^2(g/2)\). Then \(\sinh(g/2)=\sqrt{\delta/2}\), and \(\operatorname{arcsinh}s=s-s^3/6+\dots\) gives

\[
g=2\operatorname{arcsinh}\sqrt{\delta/2}=\sqrt{2\delta}\left(1-\frac{\delta}{12}+\dots\right).
\]

For \(ng\gg1\) the hyperbolic cosine becomes \(\tfrac12e^{ng}\), so

\[
T_n(1+\delta)\approx\tfrac12 e^{n\sqrt{2\delta}},\qquad n\sqrt2\,\delta^{3/2}/12\ll1 .
\]

The square root is what hurts: an excess of \(\delta=0.01\) gives a growth rate of 0.14 per degree. At \(n=200\) the polynomial has reached \(9.4\times10^{11}\).

**Q.** But the coefficients \(C_n\) get smaller with \(n\). Could they not win?

**A.** They can, so growth of \(T_n\) alone does not settle the matter. We need the decay rate of \(C_n\), which is set by the poles of \(f\).

The denominator vanishes at \(E=\mu\pm i\pi kT\), and again at \(\mu\) plus the higher odd multiples of \(\pm i\pi kT\). Near a pole \(E_p\), write \((E-E_p)/kT=s\). The denominator is \(1-e^s\approx-s\), so the pole contributes

\[
-\frac{kT}{E-E_p}=\frac{kT/h}{z-x},\qquad z=\frac{E_p-c}{h}.
\]

Write \(z=\tfrac12(w+1/w)\) with \(|w|<1\), and let \(p=we^{i\varphi}\), \(q=we^{-i\varphi}\). Two geometric series give

\[
1+2\sum_{n\ge1}w^n\cos n\varphi=1+\frac{p}{1-p}+\frac{q}{1-q}=\frac{1-pq}{(1-p)(1-q)}=\frac{1-w^2}{1-2wx+w^2}.
\]

The last denominator equals \(2w(z-x)\). Therefore

\[
\frac1{z-x}=\frac{2w}{1-w^2}\Big[1+2\sum_{n\ge1}w^nT_n(x)\Big],
\]

and this pole's coefficients fall as \(|w|^n\).

To express the rate through \(z\), set \(1/w=e^{d+i\chi}\), so that \(z=\cosh(d+i\chi)\). The half-angle formulas give \(|z\pm1|=\cosh d\pm\cos\chi\). Adding them,

\[
\cosh d=A\equiv\frac{|z+1|+|z-1|}{2},\qquad |w|=e^{-d}.
\]

Poles farther from the real axis have the same real part but larger \(A\), so their contributions fall faster. What remains of \(f\) after removing the nearest pair also falls faster. To see this, write \(x=\tfrac12(\zeta+1/\zeta)\). The coefficient for \(n\ge1\) is then a Fourier integral around \(|\zeta|=1\). Moving the contour out to \(|\zeta|=R\), short of the next pole, bounds it by a constant times \(R^{-n}\).

Outside the interval the terms therefore behave, apart from an oscillating factor, as \(e^{n(g-d)}\). The series diverges when \(g>d\), that is, when

\[
\delta>A-1 .
\]

For smaller \(\delta\) it still converges to \(f\) in exact arithmetic, for the following reason. A complex point \(x=\cosh(g+i\chi)\) has \(|T_n(x)|=|\cosh n(g+i\chi)|\le\cosh ng\), so the series converges uniformly on every ellipse \(|x+1|+|x-1|\le2\cosh g\) with \(g<d\). Its sum is analytic there, \(f\) has no pole there, and two analytic functions that agree on the interval agree throughout. If \(\mu\) is at the centre, \(z=i\pi kT/h\) and \(A=\sqrt{1+(\pi kT/h)^2}\). For \(kT\ll h\) the tolerated excess in energy is

\[
h(A-1)\approx\frac{(\pi kT)^2}{2h}.
\]

For this central \(\mu\) it shrinks as the square of the temperature, so a cold expansion needs a real upper bound.

**Q.** I run a few Lanczos steps and take the largest value they give. Is that not the top of the spectrum?

**A.** It approaches the top from the wrong side. Start from a unit vector \(q_1=v\) and form

\[
\beta_jq_{j+1}=Hq_j-\alpha_jq_j-\beta_{j-1}q_{j-1},\qquad \alpha_j=q_j\cdot Hq_j,\quad \beta_0=0,
\]

where \(\beta_j>0\) normalizes \(q_{j+1}\). Earlier vectors need no subtraction: for \(i<j-1\), \(q_i\cdot Hq_j=(Hq_i)\cdot q_j=0\), because \(Hq_i\) contains vectors only up to \(q_{i+1}\).

After \(k\) steps, \(H\) restricted to the span of \(q_1,\dots,q_k\) is a tridiagonal matrix. It has diagonal \(\alpha_j\) and off-diagonal \(\beta_1,\dots,\beta_{k-1}\). Its eigenvalues \(\theta_j\) are the Ritz values. The largest, \(\theta_{\max}\), is the maximum of \(y\cdot Hy\) over unit vectors in a subspace. The top eigenvalue \(\lambda\) is the maximum over the whole space, so \(\theta_{\max}\le\lambda\).

**Q.** Then I add the last residual norm and use \(\theta_{\max}+\beta_k\). Is that safe?

**A.** Under a condition. Split any unit vector as \(ay+bz\), with unit vectors \(y\) in the Lanczos space and \(z\) orthogonal to it, and \(a^2+b^2=1\). Let \(\lambda'\) be the largest value of \(z\cdot Hz\). The recursion shows that \(Hy\) leaves the Lanczos space only through \(\beta_k(q_k\cdot y)q_{k+1}\), so \(|z\cdot Hy|\le\beta_k\). With \(2|ab|\le1\),

\[
a^2\,y\cdot Hy+b^2\,z\cdot Hz+2ab\,z\cdot Hy\le\max(\theta_{\max},\lambda')+\beta_k .
\]

This proves \(\lambda\le\theta_{\max}+\beta_k\) if \(\lambda'\le\theta_{\max}\). But \(\lambda'\) belongs to the part of space that Lanczos has not seen. If \(v\) is orthogonal to the top eigenvector \(u\), that eigenvector stays invisible in exact arithmetic. No formula built from the \(\alpha_j\) and \(\beta_j\) alone can then report it.

**Q.** So what can be made safe?

**A.** We can ask how high \(\lambda\) could be if \(v\) contains at least a small amount of \(u\). Suppose \(|u\cdot v|\ge\varepsilon\).

Each Lanczos vector is a polynomial in \(H\) applied to \(v\): \(q_{j+1}=p_j(H)v\), with \(p_0=1\) and

\[
xp_{j-1}(x)=\beta_jp_j(x)+\alpha_jp_{j-1}(x)+\beta_{j-1}p_{j-2}(x).
\]

Each step divides the leading coefficient by \(\beta_j\), so that of \(p_k\) is \(1/(\beta_1\cdots\beta_k)\).

Its zeros are the Ritz values. Take an eigenvector \(s\) of the tridiagonal matrix with eigenvalue \(\theta\). Its first component cannot vanish, or the rows would force all the others to vanish too. Scale it to 1. The first \(k-1\) rows then give \(s_j=p_{j-1}(\theta)\), and the last row requires \(\beta_kp_k(\theta)=0\). Since \(\theta\) fixes \(s\), the \(k\) eigenvalues are distinct and supply all \(k\) zeros:

\[
p_k(x)=\prod_{j=1}^k\frac{x-\theta_j}{\beta_j}.
\]

Now project \(q_{k+1}=p_k(H)v\) on \(u\). Because \(Hu=\lambda u\) and \(q_{k+1}\) has unit length,

\[
|p_k(\lambda)|\,|u\cdot v|=|u\cdot q_{k+1}|\le1 .
\]

Hence \(p_k(\lambda)\le1/\varepsilon\). Above \(\theta_{\max}\) every factor of \(p_k\) is positive and increasing, so \(p_k(x)=1/\varepsilon\) has one root \(b\) there:

\[
\boxed{\ \prod_{j=1}^k(b-\theta_j)=\frac{\beta_1\cdots\beta_k}{\varepsilon},\qquad \lambda\le b\ }
\]

A polynomial's growth outside its interval damaged the expansion; here the same kind of growth limits where \(\lambda\) can hide. If \(\lambda\) is degenerate, any fixed \(u\) in its eigenspace will do. If some \(\beta_j\) vanishes, the Lanczos space is closed under \(H\), and \(u\cdot v\ne0\) then implies \(\theta_{\max}=\lambda\).

Replacing each factor by the smallest, \(b-\theta_{\max}\), gives a looser bound without root finding:

\[
\lambda\le b\le\theta_{\max}+\left(\frac{\beta_1\cdots\beta_k}{\varepsilon}\right)^{1/k}.
\]

This resembles your rule, with the geometric mean of the norms in place of \(\beta_k\) and an extra factor \(\varepsilon^{-1/k}\). That factor is the price of allowing an overlap as small as \(\varepsilon\); even a known overlap would leave the factor \(|u\cdot v|^{-1/k}\).

**Q.** I do not know \(u\), so how do I choose \(\varepsilon\)?

**A.** Draw \(v\) at random, independently of \(H\): take \(N\) independent standard normal numbers and normalize the vector. All directions are then equally likely. Let \(u\cdot v=\cos\vartheta=r\). The slice of the unit sphere at angle \(\vartheta\) has weight \(\sin^{N-2}\vartheta\,d\vartheta\), so the density of \(r\) is proportional to \((1-r^2)^{(N-3)/2}\). For \(N\ge3\) it is nowhere larger than at \(r=0\), where it equals \(1/S_{N-2}\), with

\[
S_m=\int_0^\pi\sin^m\vartheta\,d\vartheta .
\]

Integration by parts gives \(S_m=(m-1)(S_{m-2}-S_m)\), or \(mS_m=(m-1)S_{m-2}\). Multiplying by \(S_{m-1}\) shows that \(mS_mS_{m-1}\) does not depend on \(m\); at \(m=1\) it is \(2\cdot\pi\). Since \(S_m\) decreases with \(m\),

\[
S_m^2\ge S_mS_{m+1}=\frac{2\pi}{m+1},\qquad\text{so}\qquad S_{N-2}\ge\sqrt{\frac{2\pi}{N-1}} .
\]

The interval \(|r|<\varepsilon\) has width \(2\varepsilon\), hence

\[
P(|u\cdot v|<\varepsilon)\le\frac{2\varepsilon}{S_{N-2}}\le\varepsilon\sqrt{\frac{2(N-1)}{\pi}} .
\]

Choose an acceptable failure probability \(\eta\) and set

\[
\varepsilon=\eta\sqrt{\frac{\pi}{2(N-1)}} .
\]

Then \(\lambda\le b\) with probability at least \(1-\eta\). For the lower edge, apply the construction to \(-H\): the Ritz values change sign and the \(\beta_j\) stay the same. Both edges hold with probability at least \(1-2\eta\), since the two failure probabilities at most add.

**Q.** Show me a case where the top is easy to miss.

**A.** Take a model open chain of 401 sites with hopping \(-1\) eV, and raise the central site by 3 eV. For an infinite chain, try the amplitude \(s^{|j|}\) at distance \(j\) from that site, with \(|s|<1\). In eV, the ordinary sites require \(E=-(s+1/s)\) and the central one \(E=3-2s\). Equating them gives \(3=s-1/s\). The root with \(|s|<1\) is negative, so \(E=3-2s\) is positive, and

\[
E^2-3^2=(s+1/s)^2-(s-1/s)^2=4,\qquad E=\sqrt{13}\approx3.6056\ \text{eV}.
\]

Diagonalizing the finite chain gives the same value to the digits shown. The next eigenvalue is 2.000 eV, so one state stands far above the rest.

With \(\eta=0.001\), \(\varepsilon=0.001\sqrt{\pi/800}=6.27\times10^{-5}\). One random start gave, in eV:

| \(k\) | \(\theta_{\max}\) | \(\theta_{\max}+\beta_k\) | simple bound | \(b\) |
|---|---|---|---|---|
| 2 | 1.490 | 2.720 | 168.9 | 167.5 |
| 4 | 3.275 | 4.723 | 19.6 | 17.1 |
| 6 | 3.603 | 4.568 | 10.0 | 7.22 |
| 10 | 3.606 | 4.618 | 6.67 | 4.02 |
| 20 | 3.606 | 4.604 | 5.35 | 3.606 |

At \(k=2\) your rule is too low, while \(b\) is valid but useless. At \(k=20\), \(b\) lies only \(8\times10^{-6}\) eV above the eigenvalue.

For a matrix with known elements there is also an unconditional bound. In \(Hu=\lambda u\), look at the row \(i\) where \(|u_i|\) is largest: \(\lambda-H_{ii}\le\sum_{j\ne i}|H_{ij}|\). That row is not known in advance, so take the largest value of \(H_{ii}+\sum_{j\ne i}|H_{ij}|\) over all rows. This is the Gershgorin bound, here \(3+1+1=5\) eV from the central row. It beats \(b\) in the table up to \(k=6\) and loses from \(k=10\). You may use the smaller of the two.

**Q.** Does your bound fail less often than mine?

**A.** Not at every setting. With a deliberately careless \(\eta=0.2\), 2000 random starts gave these failure rates:

| \(k\) | \(\theta_{\max}+\beta_k\) | \(b\) |
|---|---|---|
| 2 | 100% | 0% |
| 3 | 83% | 0% |
| 4 | 30% | 6.4% |
| 6 | 2.8% | 9.9% |

At \(k=6\) the root fails more often than your rule, yet it stays within the promised 20%. What it offers is a ceiling on the failure probability, chosen in advance; the actual rate depends on \(k\) and can lie far below it, as the table shows. A smaller \(\eta\) raises both bounds. In the simple bound the added term scales as \(\varepsilon^{-1/k}\), a factor that more steps reduce. For the root, let \(D=b-\theta_{\max}\). Differentiating the logarithm of the boxed equation gives \(d\ln D/d\ln(1/\varepsilon)=\big[\sum_j D/(b-\theta_j)\big]^{-1}\). The sum lies between 1 and \(k\), so the exponent lies between \(1/k\) and 1. Once \((k-1)D\) is small compared with the distance from \(\theta_{\max}\) to the next Ritz value, the sum is close to 1 and \(D\) is nearly proportional to \(1/\varepsilon\).

**Q.** Could I start from a single orbital instead of a random vector?

**A.** Then the guarantee is lost. Starting on the end site, 20 steps give \(\theta_{\max}=1.978\) eV and \(\beta_{20}=1.000\) eV. Your rule yields 2.978 eV and the root 2.214 eV, both below 3.606 eV. Each step reaches one site farther, so 20 steps do not meet the raised site, 200 sites away. For the root, what fails is the assumption \(|u\cdot v|\ge\varepsilon\): with \(s=-0.303\), the amplitude of \(u\) on the end site is of order \(|s|^{200}\approx10^{-104}\). Reaching the raised site does not by itself restore that assumption.

The proof also assumes exact arithmetic. Rounding spoils the orthogonality of the Lanczos vectors as a Ritz value converges, in this chain within 30 to 40 steps, so keep \(k\) small and reorthogonalize each new vector against the earlier ones, as was done here.

**Q.** And the density matrix itself?

**A.** Take \(\mu=0\), \(kT=0.1\) eV and degree 200. The 20-step bounds give the interval from \(-2.269\) to 3.606 eV. The largest error of any occupation, which is the spectral norm of the density-matrix error, is \(1.7\times10^{-10}\).

Now set the upper edge 0.1 eV below \(\lambda\), at 3.506 eV. Then

\[
h=\frac{3.506+2.269}{2}=2.887\ \text{eV},\qquad \delta=\frac{0.1}{2.887}=0.0346 .
\]

The threshold \(A-1\) is 0.0062, or 0.018 eV, so divergence is expected. The predicted net rate is \(g-d=0.262-0.111=0.151\) per degree, and the rate measured from the largest errors over degrees 100–119 and 160–179 is 0.152. At degree 200 the error is \(7\times10^{11}\), for occupations that cannot exceed 1.

With the edge only 0.005 eV too low, \(\delta=0.0017\) is below the threshold of 0.0060. The error oscillates from one degree to the next, but its envelope still falls, and it is \(1.1\times10^{-6}\) at degree 200: convergent in exact arithmetic, but much less accurate than with safe edges. In double precision this does not last. Computed coefficients stop falling at a rounding floor of a few \(10^{-17}\), reached here a little beyond degree 300, while \(T_n\) keeps growing as \(\tfrac12e^{0.058n}\). The error then rises again and is of order one near degree 600. Any excess, even one below the threshold, therefore limits the usable degree. The numerical check tests both rates.

In your code, therefore, set \(c\) and \(h\) from the two safe edges \(b_-\) and \(b\):

\[
c=\frac{b+b_-}{2},\qquad h=\frac{b-b_-}{2}.
\]

When both bounds hold, every \(|T_n|\le1\) on the spectrum. Stopping at degree \(m\) then costs at most \(\sum_{n>m}|C_n|\) in any occupation, apart from rounding.

## Numbers as computed

```
Growth outside the interval, delta = 0.01
 n=50: T_n=5.8525e+02, T_n/exp(n sqrt(2d))=0.4971
 n=100: T_n=6.8504e+05, T_n/exp(n sqrt(2d))=0.4942
 n=200: T_n=9.3855e+11, T_n/exp(n sqrt(2d))=0.4884
Chain: N=401, hopping -1.0 eV, raised site 3.0 eV
 lowest eigenvalue -1.99976 eV
 second highest    1.99976 eV
 highest eigenvalue 3.605551 eV, formula 3.605551 eV
 Gershgorin upper bound 5.000 eV
Random start: eta=0.001, eps=6.267e-05, |<u|v>|=0.0980
 k | max Ritz | Ritz+beta_k | simple bound | safe bound (eV)
  2 | 1.490249 | 2.7203 | 168.9127 | 167.485882
  4 | 3.274592 | 4.7232 | 19.6120 | 17.083762
  6 | 3.602740 | 4.5682 | 10.0434 | 7.218652
 10 | 3.605551 | 4.6178 | 6.6710 | 4.016980
 20 | 3.605551 | 4.6043 | 5.3530 | 3.605559
 safe interval at k=20: [-2.2690, 3.605559] eV
 safe upper bound minus eigenvalue: 7.84e-06 eV
random start, k=20: max Ritz 3.6056 eV,
  beta_k 0.9987 eV, top of unseen block 1.9998 eV
end site start, k=20: max Ritz 1.9777 eV,
  beta_k 1.0000 eV, top of unseen block 3.6056 eV
  end site: Ritz+beta_k 2.9777 eV, root b 2.2138 eV
N=3: exact P(overlap<eps)/eta = 0.8862
N=401: exact P(overlap<eps)/eta = 0.9994
2000 random starts, eta=0.2:
 fraction with overlap below eps: 0.1995
 k=2: failures of Ritz+beta_k 1.0000, of root b 0.0000
 k=3: failures of Ritz+beta_k 0.8260, of root b 0.0000
 k=4: failures of Ritz+beta_k 0.2970, of root b 0.0640
 k=6: failures of Ritz+beta_k 0.0275, of root b 0.0990
Fermi expansion: mu=0.0 eV, kT=0.1 eV (1160 K), degree 200
 safe edges: error of density matrix (2-norm) 1.69e-10
 upper edge 0.005 eV too low: delta=0.00170, threshold=0.00602
  threshold as energy 0.0177 eV
  growth 0.0584, decay 0.1097, measured net rate -0.0510 per degree
  error at degree 100: 2.27e-05, at 200: 1.13e-06
 upper edge 0.1 eV too low: delta=0.03464, threshold=0.00618
  threshold as energy 0.0178 eV
  growth 0.2624, decay 0.1111, measured net rate 0.1516 per degree
  error at degree 100: 1.64e+05, at 200: 6.70e+11
```
